# Breathing Frequency of a Thin Elastic Tube and Its Inverse-Radius Law

## What dimensions and symmetry fix

A long thin tube of mean radius $R$ swells and shrinks uniformly. Let its wall have mass $\sigma$ per area and a stretching modulus $C$, a force per length. The ratio $C/\sigma$ is the square of a velocity. If $C$, $\sigma$ and $R$ are the only dimensional quantities that matter, the angular frequency must be

$$\omega_0=\frac{\text{number}}{R}\sqrt{\frac{C}{\sigma}} .$$

Symmetry shows that this motion is a normal mode. Uniform radial displacement is unchanged by rotation about the axis, translation along it, and reflection in planes containing or perpendicular to it. Uniform twist and uniform axial displacement each change sign under one of these reflections, so neither mixes with it.

Dimensions alone do not show that stretching supplies the restoring force. A wall with bending rigidity $D$, an energy, would also permit $\omega\propto\sqrt{D/\sigma}/R^2$. The hoop strain $u/R$ decides between the two laws. It gives one factor $1/R$ in the force; a second comes from the way hoop tension pulls inward.

## Assumptions and theorem

The wall is linear, isotropic and stress-free at rest, with thickness $h\ll R$ and free inner and outer surfaces. Its Young modulus is $E$, its Poisson ratio $\nu$, and its sheet Young modulus $Y=Eh$. Radial displacement $u$ is positive outward, and $z$ runs along the axis. In comparisons of different radii, $Y$, $\nu$ and $\sigma$ are held fixed. This is not a uniform scaling of the whole body, because the wall thickness stays the same.

**Theorem.** To leading order in $h/R$ and for small displacement, uniform breathing without axial strain has angular frequency

$$\omega_0=\frac{c}{R},\qquad c=\sqrt{\frac{C}{\sigma}},\qquad C=\frac{Y}{1-\nu^2}.$$

**Lemma 1 (hoop strain).** Uniform expansion gives $\varepsilon_\theta=u/R$.

*Proof.* The circumference changes from $2\pi R$ to $2\pi(R+u)$. Its relative extension is

$$\varepsilon_\theta=\frac{2\pi(R+u)-2\pi R}{2\pi R}=\frac uR.\qquad\square$$

**Lemma 2 (sheet energy).** With axial strain $\varepsilon_z$, the elastic energy per area is

$$W=\frac C2\left(\varepsilon_z^2+2\nu\varepsilon_z\varepsilon_\theta+\varepsilon_\theta^2\right).$$

*Proof.* The radial stress vanishes at both surfaces, and inside the wall it is at most of order $h/R$ times the hoop stress. Dropping it leaves Hooke's law for the forces per length $N_z,N_\theta$, which are stresses times $h$:

$$Y\varepsilon_z=N_z-\nu N_\theta,\qquad Y\varepsilon_\theta=N_\theta-\nu N_z.$$

Adding $\nu$ times the second equation to the first cancels $N_\theta$ and gives $Y(\varepsilon_z+\nu\varepsilon_\theta)=(1-\nu^2)N_z$. Exchanging the directions gives the other force. Thus

$$N_z=C(\varepsilon_z+\nu\varepsilon_\theta),\qquad N_\theta=C(\varepsilon_\theta+\nu\varepsilon_z).$$

For a linear material $W=(N_z\varepsilon_z+N_\theta\varepsilon_\theta)/2$, and substitution gives the lemma. $\square$

*Proof of the theorem.* Put $\varepsilon_z=0$ and $\varepsilon_\theta=u/R$. The Lagrangian per area is

$$\mathcal L=\frac{\sigma}{2}\dot u^2-\frac{C}{2R^2}u^2 .$$

Its equation of motion is $\sigma\ddot u=-Cu/R^2$. For $u\propto\cos\omega_0t$, this gives $\omega_0^2=C/(\sigma R^2)$. $\square$

Force balance shows where both powers of $R$ arise. Consider a wall element of angle $d\phi$ and unit axial length. Each end tension $N_\theta$ has inward component $N_\theta\sin(d\phi/2)$, so together they supply $N_\theta\,d\phi$. Division by the area $R\,d\phi$ gives inward force $N_\theta/R$ per area. Since $N_\theta=Cu/R$, the force is $Cu/R^2$. The inertia per area does not depend on $R$, hence $\omega_0\propto1/R$.

**Remark (a ring of masses).** The same geometry holds without a continuum. Join $n$ masses $m$ by springs of stiffness $s$ and rest length $a=2R\sin(\pi/n)$. Expansion stretches each spring by $2u\sin(\pi/n)=au/R$. The two springs at a mass pull it inward with force

$$2s\frac{au}{R}\sin\frac{\pi}{n}=\frac{sa^2}{R^2}u,$$

so $\omega=(a/R)\sqrt{s/m}$. Diagonalizing the full planar motion of rings with 30, 60 and 120 masses, at fixed $a$, $s$ and $m$, gave the power $-1.000000$ of $R$.

## Why a long tube has no axial strain

A stretched hoop tends to shorten along the axis. To see whether it does, allow an axial displacement $w(z,t)$, with $\varepsilon_z=\partial_zw$. The Lagrangian per area becomes

$$\mathcal L=\frac\sigma2(\dot u^2+\dot w^2)-\frac C2\left[(\partial_zw)^2+\frac{2\nu}{R}u\,\partial_zw+\frac{u^2}{R^2}\right].$$

Varying $u$ and $w$ gives

$$\sigma\ddot u=-C\left(\frac u{R^2}+\frac\nu R\partial_zw\right),\qquad
\sigma\ddot w=C\left(\partial_z^2w+\frac\nu R\partial_zu\right).$$

**Proposition 1 (axial waves).** Let $k=qR$, where $q$ is the axial wave number, and $x=\omega^2/\omega_0^2$. Then

$$(x-1)(x-k^2)=\nu^2k^2.$$

*Proof.* Insert $u=U\cos qz\cos\omega t$ and $w=B\sin qz\cos\omega t$, then divide by $C/R^2$:

$$(x-1)U=\nu kB,\qquad (x-k^2)B=\nu kU.$$

A nonzero solution requires the determinant to vanish, which is the stated equation. $\square$

On the upper branch, $x\to1$ as $k\to0$. Rearrangement gives

$$x-1=\frac{\nu^2k^2}{x-k^2}\simeq\nu^2k^2,\qquad \frac BU=\frac{\nu k}{x-k^2}\simeq\nu k .$$

The axial strain amplitude is $qB\simeq\nu k^2U/R$, smaller than the hoop strain by $\nu k^2$. Axial inertia prevents a long stretch of tube from shortening during one breathing period. This justifies $\varepsilon_z=0$ for long waves.

The product of the roots is $(1-\nu^2)k^2$. Since the upper root tends to 1, the lower tends to $(1-\nu^2)k^2$. Therefore

$$\omega\simeq q\sqrt{\frac{C(1-\nu^2)}\sigma}=q\sqrt{\frac Y\sigma},$$

which is axial sound with free lateral contraction.

The roots are separated by a gap. Define $F(x)=(x-1)(x-k^2)-\nu^2k^2$. For $0<\nu<1$ and $k>0$,

$$F(1-\nu^2)=-\nu^2(1-\nu^2)<0,\qquad F(1)=-\nu^2k^2<0.$$

A quadratic with positive leading coefficient is negative only between its roots. The lower root is therefore below $1-\nu^2$ and the upper root above 1. This gap belongs to axisymmetric waves without twist in the membrane model, which omits wall bending. In a real wall, bending raises the lower branch and carries it through the gap. For $\nu=0.2$ and $h/R=0.18$ the branch is inside the gap at $k=2$ and reaches $x=1$ near $k=2.2$, a wavelength of about 16 wall thicknesses.

### A short ring

Axial inertia loses its hold when the tube has free ends and length $L\ll R$. Suppose the ring contracts by $\varepsilon_z=-\nu u/R$. Then $w$ is of order $\nu uL/R$. The axial force needed to accelerate the wall is of order $\sigma\omega^2wL$, or $\nu CuL^2/R^3$. Compared with the hoop force $Cu/R$, it is smaller by $\nu L^2/R^2$. Thus $N_z\simeq0$, as assumed, and

$$N_\theta=C\left(\frac uR-\nu^2\frac uR\right)=Y\frac uR,
\qquad \omega_{\rm ring}=\frac1R\sqrt{\frac Y\sigma}.$$

The power of $R$ is the same, but the frequency is lower by the factor $\sqrt{1-\nu^2}$. For $L/R=0.05$ and $\nu=0.2$, the discretized axial energy was diagonalized. Modes within 0.1% of $\omega_{\rm ring}$ held 0.999992 of the squared amplitude of a uniform radial displacement.

## Finite wall thickness

**Proposition 2 (thickness correction).** For a long isotropic tube with $\kappa=\nu/(1-\nu)$,

$$\omega=\omega_0\left[1+\frac{1+4\kappa}{24}\frac{h^2}{R^2}+O\left(\frac{h^4}{R^4}\right)\right].$$

*Proof.* Let $u(r)$ be the radial displacement amplitude in the wall, $\rho$ the density, and $\lambda,\mu$ the Lamé constants. Put $A=\lambda+2\mu$. With no axial strain, the stresses are

$$s_r=Au'+\lambda\frac ur,\qquad s_\theta=\lambda u'+A\frac ur.$$

The radial equation $-\rho\omega^2u=s_r'+(s_r-s_\theta)/r$ becomes

$$-\rho\omega^2u=A\left(u''+\frac{u'}r-\frac u{r^2}\right),$$

because the terms in $\lambda$ cancel. Introduce $t=\ln(r/R)$, $g=ru'/u$ and $b=\rho\omega^2R^2/A$. Since $r^2u''+ru'=d^2u/dt^2=(dg/dt+g^2)u$, the equation is

$$\frac{dg}{dt}+g^2-1+be^{2t}=0.$$

At a free surface $s_r=0$, so $g=-\lambda/A=-\kappa$. As $g$ is equal at both surfaces, integration removes $dg/dt$. With angle brackets for the average over $t$,

$$\langle g^2\rangle-1+b\langle e^{2t}\rangle=0. \tag{1}$$

Let $\tau=h/(2R)$. The surfaces lie at $t=\ln(1\pm\tau)$, and

$$\langle e^{2t}\rangle=\frac{(1+\tau)^2-(1-\tau)^2}{2\ln[(1+\tau)/(1-\tau)]}
=\frac{4\tau}{4(\tau+\tau^3/3+\cdots)}\simeq1-\frac{\tau^2}{3}.$$

At lowest order $g=-\kappa$ and $b=1-\kappa^2$. Write $g=-\kappa+\delta$. To first order in $t$, the differential equation gives $d\delta/dt=-2(1-\kappa^2)t$. The condition $\delta=0$ at the surfaces then gives

$$\delta\simeq(1-\kappa^2)(\tau^2-t^2),\qquad
\langle\delta\rangle\simeq\frac23(1-\kappa^2)\tau^2.$$

Consequently $\langle g^2\rangle\simeq\kappa^2-2\kappa\langle\delta\rangle=\kappa^2-\frac43\kappa(1-\kappa^2)\tau^2$. Equation (1) becomes

$$b\left(1-\frac{\tau^2}{3}\right)=(1-\kappa^2)\left(1+\frac43\kappa\tau^2\right),$$

and hence $b\simeq(1-\kappa^2)[1+(1+4\kappa)\tau^2/3]$. Changing the sign of $\tau$ merely exchanges the surfaces, so odd powers are absent.

For an isotropic solid $A=E(1-\nu)/[(1+\nu)(1-2\nu)]$. Also $1-\kappa^2=(1-2\nu)/(1-\nu)^2$. Their product is $E/(1-\nu^2)$, which equals $C/h$. With $\sigma=\rho h$, the leading frequency is $\omega_0$. Taking the square root halves the relative correction, and $\tau^2=h^2/(4R^2)$ gives the result. $\square$

The Bessel-function solution of the same three-dimensional problem tests the expansion. At $\nu=0.2$ and $h/R=0.10$, its shift is 0.08331%, against 0.08333% from the formula.

## Two cases with another dependence on radius

**Ovalization.** Let the radial displacement be $u\cos2\phi$. A tangential displacement $v=-(u/2)\sin2\phi$ makes the hoop strain vanish, since

$$\varepsilon_\theta=\frac1R\left(\frac{dv}{d\phi}+u\cos2\phi\right)=0.$$

Only bending then resists the motion. For a nearly circular curve of radius $R+f(\phi)$, the curvature change is $-(f+f'')/R^2$. Here it is $3u\cos2\phi/R^2$. The averages of $\cos^2 2\phi$ and $\sin^2 2\phi$ are both $1/2$, so the mean energies per area are

$$\text{bending: }\frac{9D}{4R^4}u^2,\qquad
\text{kinetic: }\frac\sigma4\left(1+\frac14\right)\dot u^2.$$

Equating their maximum values gives

$$\omega_{\rm oval}=\frac{6}{\sqrt5}\frac1{R^2}\sqrt{\frac D\sigma}.$$

In the mass rings, bending was represented by springs resisting angle changes, with stiffness $0.1sa^2$. Between 60 and 120 masses the oval frequency varied as $R^{-1.9966}$. The same springs did not alter the breathing law, because uniform expansion leaves the angles unchanged. The contrast supports hoop stretching as the source of the inverse-radius law.

**Contact with surroundings.** Suppose a fixed environment pushes back with force $Ku$ per area and adds no mass. Then $\sigma\ddot u=-(C/R^2+K)u$, and

$$\omega^2=\omega_0^2+\frac K\sigma .$$

The two restoring forces are equal at $R_*=\sqrt{C/K}$. For $R\ll R_*$ the inverse-radius law survives; for $R\gg R_*$ the frequency approaches a constant.

## Consequences for heat

Each breathing mode is an oscillator with quantum $\hbar\omega$. Put $y=\hbar\omega/(k_BT)$. Differentiating its thermal energy $\hbar\omega/(e^y-1)$ with respect to $T$ gives the heat capacity

$$c_{\rm mode}=k_B\frac{y^2e^y}{(e^y-1)^2}.$$

For small $k$, $\omega\simeq\omega_0(1+\nu^2k^2/2)$, so the group velocity is

$$v_g=\frac{d\omega}{dq}=R\frac{d\omega}{dk}\simeq c\nu^2k .$$

This is the membrane result. Wall thickness subtracts a term of order $ckh^2/(10R^2)$, so the formula needs $\nu^2$ well above $h^2/(10R^2)$; for $h/R=0.18$ and $\nu=0.05$ the velocity at small $k$ is slightly negative. In either case long breathing waves carry energy slowly. This does not by itself make their ballistic conductance small. The current from a reservoir contains $v_g\,dq/(2\pi)=d\omega/(2\pi)$, and the velocity cancels. With perfect transmission and a small temperature difference, the upper branch contributes

$$G=\int_{\omega_0}^{\infty}\frac{d\omega}{2\pi}\,c_{\rm mode}
=\frac{k_B^2T}{2\pi\hbar}\int_{y_0}^{\infty}\frac{y^2e^y}{(e^y-1)^2}\,dy,
\qquad y_0=\frac{\hbar\omega_0}{k_BT}.$$

For $y_0\gg1$ the integrand is close to $y^2e^{-y}$, and

$$G\simeq\frac{k_B^2T}{2\pi\hbar}(y_0^2+2y_0+2)e^{-y_0}.$$

The radius enters through the threshold: a narrower tube opens this channel at a higher temperature. At higher temperatures shorter waves contribute. Those with wavelengths comparable to the wall thickness or the atomic spacing lie outside the membrane model.

## Worked example

Take $Y=350$ N/m, $\nu=0.20$, $\sigma=0.75$ mg/m² and $T=300$ K. Then

$$C=\frac{350}{1-0.20^2}=364.6\ \text{N/m},\qquad
c=\sqrt{\frac{364.6}{0.75\times10^{-6}}}=22.05\ \text{km/s}.$$

For $R=0.5$ nm, $\omega_0=c/R=44.10$ rad/ps. Division by $2\pi$ gives 7.02 THz, or 234 cm$^{-1}$. The quantum is 29.0 meV, slightly above $k_BT=25.9$ meV, and the heat capacity is $0.901k_B$ per mode.

| $R$ (nm) | Free tube (THz) | Heat capacity ($k_B$) | With contact (THz) |
|---|---:|---:|---:|
| 0.5 | 7.02 | 0.901 | 7.25 |
| 1.0 | 3.51 | 0.974 | 3.96 |
| 2.0 | 1.75 | 0.993 | 2.54 |

The contact column uses $K=100$ GPa/nm, for which $R_*=1.91$ nm. Its relative shifts from the free frequency are 3.4%, 12.9% and 44.8%. Doubling the radius from 1 to 2 nm halves the free frequency, but lowers the contact frequency only from 3.96 to 2.54 THz.

The other corrections are smaller at $R=0.5$ nm. A bending rigidity $D=1.5$ eV corresponds, through the plate relation $D=Ch^2/12$, to $h=\sqrt{12D/C}=0.089$ nm. Since $\kappa=0.25$, Proposition 2 gives

$$\frac{2}{24}\left(\frac{0.0889}{0.5}\right)^2\simeq0.26\%.$$

This $h$ is an elastic equivalent, not the physical size of an atomic layer, and the 0.26% belongs to an isotropic solid wall of that thickness. The value of $D$ alone does not fix the shift: depending on how the bending energy is written and on whether the wall is flat or curved when unstressed, it ranges from zero to about 0.7%. A tube rolled from a flat sheet is not stress-free, so only the order of magnitude carries over. Free axial contraction, suited to a short ring, would lower the frequency by 2.0%. At $qR=0.1$ the membrane model gives a frequency rise of 0.020% and a group velocity of 90 m/s, against 21.6 km/s for long-wave axial sound. An isotropic solid wall of the equivalent thickness lowers so small a velocity by about a tenth, to 82 m/s, whereas a bending term $Dq^4$ alone changes it by only about 0.1%.

Thermal and zero-point motion together can be sized for the uniform mode of a 10 nm length. Its mass is $M=2\pi RL\sigma=2.36\times10^{-23}$ kg. Half the oscillator energy is potential, so

$$\frac12M\omega_0^2\langle u^2\rangle=\frac{\hbar\omega_0}{4}\coth\frac y2,
\qquad \langle u^2\rangle=\frac{\hbar}{2M\omega_0}\coth\frac y2 .$$

The root-mean-square displacement is 0.316 pm, a hoop strain of 0.063%. This assumes no axial strain, as with periodic ends. With free ends the uniform motion is spread over several modes, about 90% of it within 1% of $\omega_0$, and the value rises to 0.322 pm. This mode alone therefore stays at small strain. Other modes add to the motion, and their anharmonic frequency shifts are not calculated here.

**Comparison with carbon nanotubes.** The parameters are rough values in the regime of single-walled carbon nanotubes. Such tubes of 0.5 nm radius have breathing modes at roughly 200 to 250 cm$^{-1}$, and the model's 234 cm$^{-1}$ lies in that range. A radius of 2 nm is large for this class. Real tubes often touch a substrate, a liquid or one another, which breaks the free-surface assumption. The chosen $K$ is a rough size for close contact between graphitic layers around the whole tube; contact along one side needs a calculation without circular symmetry. Atomic-scale chirality and curvature-induced changes of bonding are also omitted, and their effects are not sized. The complete values are listed in the numerical output.

## Numbers as computed

```
Ring breathing power of R: -1.000000
Ring oval-mode power of R: -1.9966
Short free ring, length/R: 0.05
Uniform-motion weight near ring frequency: 0.999992
h/R=0.10: 3D shift 0.08331 %, formula 0.08333 %
h/R=0.05: 3D shift 0.02083 %, formula 0.02083 %
Input sheet Young modulus Y: 350 N/m
Input areal mass: 0.75 mg/m^2
Input Poisson ratio: 0.20
Input temperature: 300 K
Sheet modulus C: 364.58 N/m
Sheet wave speed c: 22.048 km/s
Axial sound speed: 21.602 km/s
Angular frequency at R=0.5 nm: 44.096 rad/ps
Thermal energy k_B T: 25.852 meV
R=0.5 nm: frequency 7.018 THz
  wavenumber 234.10 cm^-1
  quantum energy 29.024 meV
  heat capacity 0.9013 k_B per mode
  contact frequency 7.255 THz, shift 3.37 %
R=1.0 nm: frequency 3.509 THz
  wavenumber 117.05 cm^-1
  quantum energy 14.512 meV
  heat capacity 0.9741 k_B per mode
  contact frequency 3.961 THz, shift 12.88 %
R=2.0 nm: frequency 1.755 THz
  wavenumber 58.52 cm^-1
  quantum energy 7.256 meV
  heat capacity 0.9935 k_B per mode
  contact frequency 2.541 THz, shift 44.82 %
Neglected effects at R=0.5 nm:
Input bending rigidity: 1.5 eV
Equivalent plate thickness: 0.0889 nm
Thickness frequency shift: 0.264 %
Free-axis frequency shift: -2.020 %
Input axial wave number times R: 0.10
Finite-q frequency shift: 0.0202 %
Breathing group velocity: 89.89 m/s
Input length for thermal motion: 10 nm
Moving mass: 2.3562e-23 kg
RMS radial amplitude: 0.3158 pm
RMS hoop strain: 0.0632 %
Input contact stiffness: 100 GPa/nm
Contact crossover radius: 1.909 nm
```
